# Why 3s3d 1D lies below 3s3d 3D in magnesium

## Symmetry fixes the form of the problem

Without relativistic terms, the Hamiltonian of the magnesium atom conserves total orbital angular momentum \(L\), total spin \(S\) and parity. Two configurations can therefore mix if they have the same parity and contain the same term. The configuration 3s3d is even and contains 1D and 3D. The configuration 3p² is also even, and it contains 1D but not 3D.

The absence of 3D follows from exchange symmetry. The state of two p electrons with \(L=2\) and \(M_L=2\) has the angular part \(p_{+1}(1)p_{+1}(2)\), which is symmetric under exchange of the electrons. The lowering operator \(L_-=\ell_-(1)+\ell_-(2)\) is itself symmetric, so all five components of the D term are symmetric. With one common radial function, the whole spatial function is symmetric, and the Pauli principle then requires the antisymmetric spin function, a singlet.

If these two configurations are kept and energies are measured from 3s3d 3D, the triplet problem is the single number 0, while the singlet problem is

\[
M=\begin{pmatrix}\Delta & V\\ V& P\end{pmatrix}.
\]

Here \(\Delta\) is the exchange splitting, 1D minus 3D, before mixing; \(P\) is the energy of unmixed 3p² 1D; and \(V\) is the coupling. A negative eigenvalue of \(M\) means that a singlet lies below the triplet. If \(P>\Delta\), as in magnesium, the lower singlet is mainly 3s3d, and a negative eigenvalue then means that the order of the two 3s3d terms is reversed.

## The exchange splitting

The two valence electrons move in the frozen Hartree–Fock field of Mg²⁺. In atomic units,

\[
H=h(1)+h(2)+\frac1{r_{12}},
\]

where \(h\) contains the kinetic energy, the nuclear attraction, and the Coulomb and exchange fields of the core. The orbital 3s is that of Mg⁺. The orbital 3d minimizes the triplet energy with 3s fixed and is used for both spins. The orbital 3p minimizes the energy of 3p² 1D. Orbitals of different \(\ell\) are orthogonal.

All components of a D term have the same energy, so it suffices to treat the component that transforms as \(xy\). With \(s\) for 3s and \(d\) for \(3d_{xy}\), both real, the spatial functions are

\[
\Phi_\pm=\frac{s(1)d(2)\pm d(1)s(2)}{\sqrt2},
\]

with plus for the singlet and minus for the triplet. Let \(I_a=\langle a|h|a\rangle\), and let \((ab|cd)\) be the repulsion between the densities \(a(1)b(1)\) and \(c(2)d(2)\). The one-electron cross terms contain \(\langle s|d\rangle=0\), so the one-electron energy is \(I_s+I_d\). The repulsion consists of two equal direct terms and two equal cross terms, each with the factor 1/2:

\[
E_\pm=I_s+I_d+(ss|dd)\pm(sd|sd).
\]

The angular integrals follow from one rule. Let two densities have the angular parts \(a\) and \(b\), with components \(a_k\) and \(b_k\) of multipole order \(k\). By the multipole expansion of \(1/r_{12}\), order \(k\) contributes

\[
\frac{4\pi}{2k+1}\int a_k b_k\,d\Omega
\]

times the radial integral

\[
R^k[\rho,\sigma]=\iint \rho(r_1)\frac{r_<^k}{r_>^{k+1}}\sigma(r_2)\,dr_1dr_2 .
\]

Let \(u=rR\) be the radial functions, normalized by \(\int u^2dr=1\), and let \(\hat x=x/r\) and \(\hat y=y/r\). The angular functions are

\[
s:\frac1{\sqrt{4\pi}},\qquad p_x:\sqrt{\frac3{4\pi}}\,\hat x,\qquad d:\sqrt{\frac{15}{4\pi}}\,\hat x\hat y .
\]

The density \(s^2\) is spherical, so \((ss|dd)=F^0(3s,3d)=R^0[u_s^2,u_d^2]\). The density \(sd\) has pure order \(k=2\), and its angular part is \(1/\sqrt{4\pi}\) times a normalized harmonic. Hence

\[
(sd|sd)=\frac{4\pi}{5}\,\frac1{4\pi}\,G^2=\frac{G^2}{5},
\qquad G^2=R^2[u_su_d,u_su_d],
\]

and

\[
\Delta=E_+-E_-=\frac{2G^2}{5}.
\]

The integral \((sd|sd)\) is twice the electrostatic self-energy of the charge density \(sd\). It is proportional to the integral of the squared electric field of that density, so it is positive. With common orbitals and a single configuration, the triplet therefore lies lower. This ordering belongs to that approximation. Hund's rule is a reliable guide to the lowest term of a ground configuration, and it gives no guarantee for an excited configuration with a nearby perturber.

## The energy of 3p² and the coupling

The \(xy\) component of 3p² 1D is

\[
\Psi=\frac{p_x(1)p_y(2)+p_y(1)p_x(2)}{\sqrt2}.
\]

The same expansion as before gives

\[
E_{pp}=2I_p+(p_xp_x|p_yp_y)+(p_xp_y|p_xp_y).
\]

Two averages over the sphere are needed:

\[
\int\hat x^2d\Omega=\frac{4\pi}{3},\qquad
\int\hat x^2\hat y^2d\Omega=\frac{4\pi}{15}.
\]

In the direct term, the monopole parts give \(F^0(3p,3p)\). The quadrupole parts are \((3/4\pi)(\hat x^2-1/3)\) and \((3/4\pi)(\hat y^2-1/3)\). Their contribution is

\[
\frac{4\pi}{5}\,\frac{9}{16\pi^2}\,4\pi\left(\frac1{15}-\frac19\right)F^2
=\frac95\left(-\frac2{45}\right)F^2=-\frac{2}{25}F^2 .
\]

The exchange density \(p_xp_y\) has pure order \(k=2\) and gives

\[
\frac{4\pi}{5}\,\frac{9}{16\pi^2}\,\frac{4\pi}{15}F^2=\frac{3}{25}F^2 .
\]

The sum is

\[
E_{pp}=2I_p+F^0(3p,3p)+\frac{F^2(3p,3p)}{25},
\qquad P=E_{pp}-E_- .
\]

For the coupling, 3s3d and 3p² differ in two orbitals. Every one-electron term then contains a vanishing overlap, and the repulsion alone remains:

\[
V=\frac12\big[(sp_x|dp_y)+(sp_y|dp_x)+(dp_x|sp_y)+(dp_y|sp_x)\big].
\]

The four integrals are equal, because exchanging the electron labels and exchanging \(x\) with \(y\) both leave the repulsion unchanged, and \(d_{xy}\) is unchanged by the second operation. Thus \(V=2(sp_x|dp_y)\). The angular part of \(sp_x\) is \((\sqrt3/4\pi)\hat x\), a pure dipole, so it selects the dipole part of \(dp_y\), whose full angular part is \((\sqrt{45}/4\pi)\hat x\hat y^2\). Therefore

\[
(sp_x|dp_y)=\frac{4\pi}{3}\,\frac{\sqrt{135}}{16\pi^2}\,\frac{4\pi}{15}R^1
=\frac{R^1}{\sqrt{15}},
\]

\[
V=\frac{2R^1}{\sqrt{15}},\qquad R^1=R^1[u_su_p,u_du_p].
\]

The sign of \(V\) depends on the arbitrary signs of the orbitals. The energies depend on \(V^2\), and below the signs are chosen so that \(V>0\).

## When the order reverses

The characteristic equation \((\Delta-\lambda)(P-\lambda)-V^2=0\) has the roots

\[
\lambda_\pm=\frac{\Delta+P}{2}\pm
\sqrt{\left(\frac{P-\Delta}{2}\right)^2+V^2}.
\]

Their sum is \(\Delta+P\) and their product is \(\Delta P-V^2\). Take \(\Delta>0\) and \(P>0\). The sum is then positive, so both roots cannot be negative, and one root is negative exactly when the product is negative:

\[
V^2>\Delta P .
\]

At equality the lower singlet and the triplet are degenerate. If \(P\) were negative, the perturber would already lie below the triplet, and the lower root would be negative for any \(V\). A negative root does not always reverse the 3s3d terms, however. For \(P<\Delta\) the lower singlet is mainly 3p², and the singlet that is mainly 3s3d is pushed up, so it stays above the triplet.

Inserting the Slater integrals gives \(4(R^1)^2/15>2G^2P/5\). Multiplication by 15/4 yields

\[
(R^1)^2>\frac32\,G^2P .
\]

This form shows what the large size of the 3d orbital does. Suppose that \(u_d\) keeps its shape over the whole region where it overlaps both 3s and 3p, and that its amplitude there is multiplied by \(a\). Then \(G^2\) changes by \(a^2\) and \(R^1\) by \(a\). At fixed \(P\), both sides of the criterion change by \(a^2\). Under this assumption, a more diffuse d orbital makes the exchange splitting smaller but reduces \(V^2\) in the same proportion. If the shape of \(u_d\) also changes, the two integrals need not scale together, because \(G^2\) samples \(u_d\) where it overlaps 3s and \(R^1\) samples it where it overlaps the larger 3p orbital. For \(P>\Delta\), the criterion implies \(V>\Delta\): the coupling must exceed the exchange splitting. At fixed \(\Delta\), a more distant perturber requires a larger coupling.

Two limits are useful. For \(V\ll P-\Delta\), expansion of the square root gives

\[
\lambda_-\simeq\Delta-\frac{V^2}{P-\Delta}.
\]

For \(P=\Delta\), the roots are \(\Delta\pm V\), the configurations mix equally, and the lower singlet falls below the triplet when \(V>\Delta\).

To find the mixing, write the lower state as \(\cos\theta\,\Phi_+-\sin\theta\,\Psi\) and the upper state as \(\sin\theta\,\Phi_++\cos\theta\,\Psi\). The matrix element between them must vanish:

\[
(\Delta-P)\sin\theta\cos\theta+V(\cos^2\theta-\sin^2\theta)=0 .
\]

The double-angle formulas turn this into

\[
\tan2\theta=\frac{2V}{P-\Delta}.
\]

The 3p² weight in the lower state is \(\sin^2\theta\).

## How large the effect is in magnesium

The orbitals were computed in a finite Gaussian basis. The mean radii are 2.8 bohr for 3s, 4.2 bohr for 3p and 9.6 bohr for 3d. The matrix elements come from two-electron Gaussian integrals with the full angular dependence of the orbitals. As a test, they were required to agree with the Slater formulas, evaluated by separate radial quadrature, within about 0.7 cm⁻¹. Whole wavenumbers are kept below so that the arithmetic can be followed; the physical accuracy of the model is much lower. The last digit is also not converged with respect to the basis: in denser bases \(\Delta\) and \(\lambda_-\) move by about 2 cm⁻¹, \(V\) by about 5 cm⁻¹, and the entries of the table below by about 1 cm⁻¹.

With \(G^2=2763\) cm⁻¹ and \(R^1=13611\) cm⁻¹,

\[
\Delta=\frac{2(2763)}5\simeq1105\ \mathrm{cm^{-1}},\qquad
V=\frac{2(13611)}{\sqrt{15}}\simeq7029\ \mathrm{cm^{-1}} .
\]

Relative to the Mg⁺ 3s limit, 3s3d 3D lies at −12828 cm⁻¹ and unmixed 3p² 1D at +3025 cm⁻¹, so

\[
P=3025+12828=15853\ \mathrm{cm^{-1}} .
\]

The critical coupling is \(\sqrt{\Delta P}\simeq4186\) cm⁻¹. The actual coupling exceeds it by a factor of about 1.7, and \(V^2/(\Delta P)\simeq2.8\). The lower root is

\[
\lambda_-=8479-\sqrt{7374^2+7029^2}
\simeq-1708\ \mathrm{cm^{-1}}\simeq-0.21\ \mathrm{eV}.
\]

Mixing lowers the singlet by \(1105+1708=2813\) cm⁻¹, about two and a half times the exchange splitting. The exchange integral keeps its sign throughout; its effect is outweighed. The weak-coupling formula would give a shift of \(7029^2/14748\simeq3350\) cm⁻¹, which is 19 percent larger than the shift from diagonalization. It predicts the right order, but diagonalization is preferable at this coupling strength.

The mixing angle follows from \(\tan2\theta=14057/14748\), so \(\theta\simeq21.8^\circ\) and the 3p² weight is about 14 percent. The energy balance is instructive. Promoting this weight into 3p² costs

\[
(P-\Delta)\sin^2\theta\simeq14748\times0.138\simeq2040\ \mathrm{cm^{-1}},
\]

while the cross term between the configurations contributes \(-V\sin2\theta\simeq-4850\) cm⁻¹. The net change is again about −2810 cm⁻¹.

The cross term has a direct spatial meaning. It comes from the dipole part of the repulsion, \((r_</r_>^2)\cos\gamma\), where \(\gamma\) is the angle between the electrons as seen from the nucleus. This part has zero expectation value in each unmixed configuration, because none of the densities in their diagonal integrals has a dipole component. In the mixed singlet its expectation value is negative. Weighted by \(r_</r_>^2\), the electrons therefore prefer opposite sides of the nucleus. The singlet gains angular correlation that the triplet cannot obtain from 3p².

## Is 3p² really the cause?

Two states could give the right order by accident, so the cause was examined in larger configuration spaces. Each contains all products of one s and one d valence orbital available in the basis. The 3p² configuration and the remaining pp configurations were then added or removed.

| Configuration space | 1D minus 3D (cm⁻¹) |
|---|---:|
| All sd | +869 |
| All sd, with 3p² added to the singlet | −2175 |
| All sd and all pp | −2021 |
| All sd and all pp, with 3p² deleted | +1143 |

Radial flexibility within sd does not reverse the order in this basis. Adding 3p² alone does, and deleting it from the largest space restores the exchange order. Within these spaces, 3p² is both sufficient and necessary for the reversal. Here 3p² means the configuration built from the optimized 3p orbital of the two-state model.

The triplet does have pp partners, but these need two different radial p functions, as in 3p4p. Before coupling to sd, the lowest pp 3D state lies about 20100 cm⁻¹ above the Mg⁺ limit (20160 cm⁻¹ in this basis, 20120 cm⁻¹ in denser and more diffuse ones), against 2300 cm⁻¹ for the lowest pp 1D state. All pp configurations together lower the triplet by 286 cm⁻¹ and the singlet by 3175 cm⁻¹. Their total weights in the two states are 0.8 and 24 percent.

The deleted case has a larger positive splitting than the sd calculation because the triplet keeps its lowering of 286 cm⁻¹. Without 3p², the remaining pp configurations lower the singlet by just \(868.7+285.8-1143.4\simeq11\) cm⁻¹.

The measured inversion is about 1550 cm⁻¹. The two-state value of 1708 cm⁻¹ is closer to it than the larger calculation, with 2021 cm⁻¹. Since enlarging the space moves the result away, the close agreement of the small model must owe something to cancellation of errors. The larger calculation is not a complete reference either. It omits dd, pf and higher configurations, core polarization and relativity, and its basis is finite. Adding the pf, dd, dg and ff configurations reduces the inversion to about 1880 cm⁻¹, still farther from the measurement than the two-state value, and deleting 3p² from that space again restores the exchange order, with a splitting of about +1020 cm⁻¹.

## Where the two-state picture stops

The lower root describes a mechanism for one level. The upper root, 18666 cm⁻¹ above 3s3d 3D, should not be read as a predicted 3p² level. It lies above the Mg⁺ 3s limit, where the true spectrum contains a continuum of the same symmetry.

In the calculation with all sd and pp configurations, the five lowest 1D roots carry about 24, 12, 12, 31 and 10 percent of 3p². In this basis the first three lie below the limit, whereas the true 3snd series has infinitely many bound members. Only the first two roots are well described. The third stands in for several higher members that the basis is too compact to hold: when the basis is extended to larger radii, the first two weights stay the same, the third falls to about half its value, and more roots appear below the limit. The fourth and fifth roots lie above the limit and are finite-basis representatives of the continuum. The positions and weights of the third to fifth roots therefore depend on the basis. No one of these five roots holds even half of the 3p² character. The perturber is spread over the 3snd series and the region above the limit.

This also limits a two-state treatment of higher 3snd terms. All singlet members couple to the same 3p² state, and through it to one another. Where this indirect coupling is comparable to their spacing, energies and weights require diagonalizing the members together.

The 3p² weight in the lowest singlet rises from 14 percent in the two-state model to 24 percent in the larger space. The two-state weight is therefore only a rough estimate; the cause of the rise was not examined.

## What to do in a calculation

Before using exchange to order two terms, list the nearby configurations of the same parity and check which terms each one contains. A configuration that contains the singlet but not the triplet, and lies above the unmixed singlet, is a candidate for reversing the order. If it lies below the unmixed singlet, it pushes that singlet up and reinforces the exchange order. A first estimate needs \(\Delta\), \(P\) and \(V\); if \(P>\Delta\) and \(V^2\) is comparable to \(\Delta P\) or larger, the single-configuration order should not be trusted.

For magnesium, 3s3d and 3p² should enter the singlet description on an equal footing. Configuration interaction restricted to single excitations from 3s² is unsuitable for this question: it contains 3snd but excludes 3p², which is a double excitation. Adding more d functions does not supply the missing configuration.

The triplet should be treated with the same orbital space, including its own pp configurations. In the present calculation, leaving them out would exaggerate the inversion by 286 cm⁻¹. Deleting the suspected perturber and repeating the diagonalization gives a direct check of the assignment. The weights over several roots then show whether a label such as 3p² 1D still describes one state.

## Numbers as computed

```
Basis shells s, p, d: 16, 11, 8
Mean radius 3s: 2.847 bohr
Mean radius 3p: 4.247 bohr
Mean radius 3d: 9.600 bohr
p^2 determinants: 15
p^2 largest M_L, parallel spins: 1
p^2 largest M_L, opposite spins: 2
Mg+ 3s orbital energy: -118637.8 cm^-1
F0(3s,3d): 27065.2 cm^-1
G2(3s,3d): 2762.6 cm^-1
F0(3p,3p): 46938.7 cm^-1
F2(3p,3p): 23614.4 cm^-1
R1(3s3d,3p3p): 13610.7 cm^-1
3s3d 3D relative to Mg+ 3s limit: -12827.8 cm^-1
3p^2 1D relative to Mg+ 3s limit: 3025.1 cm^-1
Delta, unmixed 1D minus 3D: 1105.1 cm^-1
P, unmixed 3p^2 1D minus 3D: 15852.9 cm^-1
V, coupling magnitude: 7028.5 cm^-1
Critical coupling from root search: 4185.5 cm^-1
V^2/(Delta P): 2.820
Two-state lower 1D minus 3D: -1708.0 cm^-1
Two-state lower 1D minus 3D: -0.2118 eV
Two-state upper 1D minus 3D: 18666.0 cm^-1
Downward shift of lower 1D by mixing: 2813.1 cm^-1
Mixing angle: 21.81 degrees
3p^2 weight in two-state lower 1D: 13.81 percent
All sd, 1D minus 3D: 868.7 cm^-1
All sd plus only 3p^2, 1D minus 3D: -2175.2 cm^-1
All sd and pp, 1D minus 3D: -2020.6 cm^-1
All sd and pp splitting: -0.2505 eV
All sd and pp, 3p^2 deleted, 1D minus 3D: 1143.4 cm^-1
Lowering of 1D by all pp: 3175.1 cm^-1
Lowering of 3D by all pp: 285.8 cm^-1
Large calculation 1D relative to Mg+ limit: -15236.5 cm^-1
Large calculation 3D relative to Mg+ limit: -13215.9 cm^-1
Lowest pure pp 1D relative to Mg+ limit: 2295.2 cm^-1
Lowest pure pp 3D relative to Mg+ limit: 20159.7 cm^-1
Total pp weight in lowest 1D: 23.74 percent
Total pp weight in lowest 3D: 0.76 percent
1D root 1: -15236.5 cm^-1 from limit, 3p^2 weight 23.53 percent
1D root 2: -8589.3 cm^-1 from limit, 3p^2 weight 11.66 percent
1D root 3: -4667.8 cm^-1 from limit, 3p^2 weight 12.22 percent
1D root 4: 4440.6 cm^-1 from limit, 3p^2 weight 30.55 percent
1D root 5: 18570.5 cm^-1 from limit, 3p^2 weight 10.45 percent
```
